# Irrep labels for orbitals in a non-orthogonal basis, with symmetry diagnostics: test program

```python
"""
Result under test: for orbitals C_s of one level, D(g) = C_s^T S U(g) C_s.
Its traces give irrep multiplicities n = sum_g chi(g) tr D(g) / |G|.
They are a valid label only if the leakage d - ||D(g)||^2 vanishes for all g.
S: overlap matrix, F: Fock matrix, U(g): action of g on atomic orbitals,
chi: irrep character, d: number of orbitals in the set.
System: H6 ring, D6h, 6-31G**; C2' axes pass through opposite atoms.
Energies inside the program are in hartree, printed energies in eV.
"""
from functools import lru_cache
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.linalg import block_diag, eigh
from scipy.optimize import brentq
from pyscf import gto, scf, dft

EV = constants.physical_constants['Hartree energy in eV'][0]
BOHR_PM = constants.physical_constants['Bohr radius'][0] * 1e12
LEVEL_TOL = 1e-6
NAMES = [a + p for p in 'gu' for a in ('A1', 'A2', 'B1', 'B2', 'E1', 'E2')]


def ring(bond_pm, alternation_pm=0.0):
    atoms = []
    for n in range(6):
        r = (bond_pm + (-1)**n * alternation_pm) / BOHR_PM
        t = n * np.pi / 3
        atoms.append(('H', (r * np.cos(t), r * np.sin(t), 0.0)))
    return gto.M(atom=atoms, unit='Bohr', basis='6-31g**', verbose=0)


def make_group():
    keys, rotations, actions, columns = [], [], [], []
    for k in range(6):
        for m in (1, -1):
            for z in (1, -1):
                c, s = np.cos(k * np.pi / 3), np.sin(k * np.pi / 3)
                R = block_diag(np.array([[c, -m * s], [s, m * c]]),
                               np.array([[float(z)]]))
                local = block_diag(np.eye(2), R)
                U = np.zeros((30, 30))
                for n in range(6):
                    image = (k + m * n) % 6
                    U[5*image:5*image+5, 5*n:5*n+5] = local
                det = m * z
                q = k if det == 1 else k + 3   # angle index of proper part
                alt = (-1)**q
                e1 = 2 * np.cos(q * np.pi / 3) if m == 1 else 0.0
                e2 = 2 * np.cos(2 * q * np.pi / 3) if m == 1 else 0.0
                base = np.array([1, m, alt, alt * m, e1, e2], dtype=float)
                keys.append((k, m, z))
                rotations.append(R)
                actions.append(U)
                columns.append(np.concatenate([base, det * base]))
    return keys, np.array(rotations), np.array(actions), np.array(columns).T


KEYS, ROT, OPS, CHI = make_group()
DIM = np.rint(CHI[:, 0]).astype(int)
ORDER = len(OPS)
C6 = KEYS.index((1, 1, 1))
C2P = KEYS.index((0, -1, -1))
INV = KEYS.index((3, 1, -1))
PROJ = np.array([DIM[i] / ORDER * np.einsum('g,gab->ab', CHI[i], OPS)
                 for i in range(12)])
RANGES = []
for P in PROJ:
    w, v = eigh((P + P.T) / 2)
    RANGES.append(v[:, w > 0.5])


def representation(C, S):
    return np.array([C.T @ S @ U @ C for U in OPS])


def multiplicities(D):
    return CHI @ np.trace(D, axis1=1, axis2=2) / ORDER


def leakage(D):
    return D.shape[1] - np.sum(D**2, axis=(1, 2))


def split_levels(energies):
    cuts = np.where(np.diff(energies) > LEVEL_TOL)[0] + 1
    return np.split(np.arange(len(energies)), cuts)


@lru_cache(maxsize=None)
def rhf(bond_pm):
    mol = ring(bond_pm)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-7, 200
    mf.kernel()
    assert mf.converged
    S, F = mf.get_ovlp(), mf.get_fock()
    e, C = eigh(F, S)
    return mol, S, F, e, C, mf.e_tot


def block_energies(bond_pm):
    """Energies from separate diagonalization in each symmetry block."""
    S, F = rhf(bond_pm)[1:3]
    s, V = eigh(S)
    X = V @ np.diag(s**-0.5) @ V.T
    out = []
    for B, d in zip(RANGES, DIM):
        if B.shape[1] == 0:
            out.append(np.array([]))
        else:
            out.append(np.linalg.eigvalsh(B.T @ X @ F @ X @ B)[::d])
    return out


def show_weights(values, names):
    return ', '.join(f'{n} {v:.4f}' for n, v in zip(names, values)
                     if abs(v) > 5e-5)


# --- Group action, character table and projectors
assert np.allclose(CHI @ CHI.T / ORDER, np.eye(12), atol=1e-12)
assert np.allclose(PROJ.sum(axis=0), np.eye(30), atol=1e-12)
for P in PROJ:
    assert np.allclose(P @ P, P, atol=1e-12)
for a in range(ORDER):
    for b in range(ORDER):
        product = ROT[a] @ ROT[b]
        c = int(np.argmin(np.abs(ROT - product).sum(axis=(1, 2))))
        assert np.allclose(OPS[a] @ OPS[b], OPS[c], atol=1e-12)

BOND = 100.0
mol, S, F, e, C, e_rhf = rhf(BOND)
assert mol.nao == 30
points = np.random.default_rng(4).normal(size=(40, 3)) * 2
ao = mol.eval_gto('GTOval_sph', points)
for R, U in zip(ROT, OPS):
    moved = mol.eval_gto('GTOval_sph', np.ascontiguousarray(points @ R))
    assert np.allclose(moved, ao @ U, atol=1e-10)
    assert np.allclose(U.T @ S @ U, S, atol=1e-10)
    assert np.allclose(U.T @ F @ U, F, atol=1e-6)

# --- Matrix elements by real-space quadrature for six orbitals
grid = dft.gen_grid.Grids(mol)
grid.level = 3
grid.build()
psi = mol.eval_gto('GTOval_sph', grid.coords) @ C[:, :6]
D_six = representation(C[:, :6], S)
quad_error = 0.0
for g, R in enumerate(ROT):
    turned = mol.eval_gto('GTOval_sph', np.ascontiguousarray(grid.coords @ R))
    D_quad = psi.T @ (grid.weights[:, None] * (turned @ C[:, :6]))
    quad_error = max(quad_error, np.abs(D_quad - D_six[g]).max())
assert quad_error < 1e-4   # finite integration grid

# --- Labels from traces, compared with symmetry-block energies
print(f'RHF H6 bond length: {BOND:.1f} pm; basis functions: {mol.nao}')
print(f'RHF total energy: {e_rhf * EV:.4f} eV')
print(f'Largest quadrature error in D(g): {quad_error:.1e}')
print('Level: energy/eV, size, label, traces for C6, C2prime, inversion')
levels = split_levels(e)
labels = []
largest_leak = 0.0
for number, idx in enumerate(levels):
    D = representation(C[:, idx], S)
    n = multiplicities(D)
    winner = int(np.argmax(n))
    assert np.allclose(n, np.eye(12)[winner], atol=1e-6)
    assert len(idx) == DIM[winner]
    largest_leak = max(largest_leak, np.abs(leakage(D)).max())
    labels.append(winner)
    if number < 8:
        t = np.trace(D, axis1=1, axis2=2)[[C6, C2P, INV]]
        t = np.where(np.abs(t) < 5e-7, 0.0, t)
        print(f'  {number+1}: {e[idx].mean()*EV:9.4f}, {len(idx)}, '
              f'{NAMES[winner]}, {t[0]:.3f}, {t[1]:.3f}, {t[2]:.3f}')
assert largest_leak < 1e-8
blocks = block_energies(BOND)
for i in range(12):
    found = [e[idx].mean() for idx, lab in zip(levels, labels) if lab == i]
    assert len(found) == len(blocks[i])
    assert np.allclose(found, blocks[i], atol=1e-7)
print(f'Number of levels labelled: {len(levels)}')
print(f'Largest leakage of a complete level: {largest_leak:.1e}')

# --- Missing overlap, incomplete set, and integer traces with leakage
pair_number = next(i for i, idx in enumerate(levels) if len(idx) == 2)
pair = C[:, levels[pair_number]]
wrong_trace = np.trace(pair.T @ pair)
assert abs(wrong_trace - 2) > 0.01
print(f'Identity trace of {NAMES[labels[pair_number]]} pair: with S '
      f'{np.trace(pair.T @ S @ pair):.4f}, without S {wrong_trace:.4f}')
D_one = representation(pair[:, :1], S)
n_one = multiplicities(D_one)
assert abs(n_one[labels[pair_number]] - 0.5) < 1e-7
assert abs(leakage(D_one).mean() - 0.5) < 1e-7
print(f'One partner alone: n = {n_one[labels[pair_number]]:.4f}, '
      f'weight = {2*n_one[labels[pair_number]]:.4f}, '
      f'mean leakage = {leakage(D_one).mean():.4f}')
a_cols = [levels[i][0] for i, lab in enumerate(labels) if NAMES[lab] == 'A1g']
b_cols = [levels[i][0] for i, lab in enumerate(labels) if NAMES[lab] == 'B1u']
trap = (C[:, a_cols[:2]] + C[:, b_cols[:2]]) / np.sqrt(2)
D_trap = representation(trap, S)
n_trap = multiplicities(D_trap)
assert np.allclose(n_trap, np.rint(n_trap), atol=1e-7)
assert leakage(D_trap)[C6] > 1.9
print('Mixed pair multiplicities:', show_weights(n_trap, NAMES))
print(f'Mixed pair leakage under C6: {leakage(D_trap)[C6]:.4f}')

# --- Find and analyse the lowest crossing of different irreps
scan = [80.0, 90.0, 100.0, 110.0, 120.0, 130.0, 140.0]
tables = [block_energies(x) for x in scan]
crossings = []
for step in range(len(scan) - 1):
    left, right = tables[step], tables[step + 1]
    for i, j in combinations(range(12), 2):
        for p in range(len(left[i])):
            for q in range(len(left[j])):
                before = left[i][p] - left[j][q]
                after = right[i][p] - right[j][q]
                if before * after < 0:
                    height = (left[i][p] + right[i][p]) / 2
                    crossings.append((height, step, i, p, j, q))
assert crossings
_, step, irr1, p1, irr2, p2 = min(crossings)


def gap(bond_pm):
    table = block_energies(float(bond_pm))
    return table[irr1][p1] - table[irr2][p2]


cross = float(brentq(gap, scan[step], scan[step + 1], xtol=1e-7))
_, Sx, Fx, ex, Cx, _ = rhf(cross)
target = block_energies(cross)[irr1][p1]
merged = min(split_levels(ex), key=lambda idx: abs(ex[idx].mean() - target))
size = len(merged)
assert size == DIM[irr1] + DIM[irr2]
Q = np.linalg.qr(np.random.default_rng(8).normal(size=(size, size)))[0]
Cm = Cx[:, merged] @ Q
Dm = representation(Cm, Sx)
nm = multiplicities(Dm)
expected = np.zeros(12)
expected[[irr1, irr2]] = 1
norm2 = np.mean(np.trace(Dm, axis1=1, axis2=2)**2)
assert np.allclose(nm, expected, atol=1e-6)
assert np.abs(leakage(Dm)).max() < 1e-7
assert abs(norm2 - 2) < 1e-6
print(f'Crossing: {NAMES[irr1]} with {NAMES[irr2]} at {cross:.4f} pm')
print(f'Crossing energy: {target*EV:.4f} eV; merged set size: {size}')
print(f'Energy spread in merged set: {np.ptp(ex[merged])*EV:.1e} eV')
print('Merged-set multiplicities:', show_weights(nm, NAMES))
print(f'Group mean of squared trace: {norm2:.4f}')
first = DIM * multiplicities(representation(Cm[:, :1], Sx))
print('One arbitrarily rotated orbital, weights:', show_weights(first, NAMES))
w, v = eigh(Cm.T @ Sx @ PROJ[irr1] @ Cm)
assert np.allclose(w, np.r_[np.zeros(DIM[irr2]), np.ones(DIM[irr1])], atol=1e-6)
for part, irr in ((v[:, w > 0.5], irr1), (v[:, w < 0.5], irr2)):
    D = representation(Cm @ part, Sx)
    assert np.abs(leakage(D)).max() < 1e-7
    assert np.allclose(multiplicities(D), np.eye(12)[irr], atol=1e-6)
print('Projection eigenvalues:', ', '.join(f'{abs(x):.4f}' for x in w))
gaps = [gap(cross - 1), gap(cross + 1)]
assert gaps[0] * gaps[1] < 0 and min(map(abs, gaps)) > LEVEL_TOL
partner_split = 0.0
for shift in (-1, 1):
    _, Sn, Fn, en, Cn, _ = rhf(cross + shift)
    for idx in split_levels(en):
        nn = multiplicities(representation(Cn[:, idx], Sn))
        assert abs(nn.sum() - 1) < 1e-6
        partner_split = max(partner_split, np.ptp(en[idx]))
print(f'Gap 1 pm below and above: {gaps[0]*EV:.5f}, {gaps[1]*EV:.5f} eV')
print(f'Largest partner splitting there: {partner_split*EV:.1e} eV')

# --- Broken spin symmetry at fixed, perfectly regular geometry
LONG = 170.0
molu = ring(LONG)
Su = molu.intor('int1e_ovlp')
guess = np.zeros((2, 30, 30))
for atom in range(6):
    vec = np.zeros(30)
    vec[5*atom:5*atom+2] = [0.5, 0.6]
    vec /= np.sqrt(vec @ Su @ vec)
    guess[atom % 2] += np.outer(vec, vec)
uhf = scf.UHF(molu)
uhf.conv_tol, uhf.conv_tol_grad, uhf.max_cycle = 1e-12, 1e-7, 200
uhf.kernel(dm0=guess)
assert uhf.converged
Fa, Fb = uhf.get_fock()
lowering = rhf(LONG)[5] - uhf.e_tot
assert lowering > 1e-3
residual = np.array([np.abs(U.T @ Fa @ U - Fa).max() for U in OPS])
kept = residual < 1e-5
assert kept.sum() == 12 and residual[~kept].min() > 1e-2
for U in OPS[~kept]:
    assert np.allclose(U.T @ Fa @ U, Fb, atol=1e-5)
for U in OPS:
    assert np.allclose(U.T @ Su @ U, Su, atol=1e-10)
print(f'UHF bond length: {LONG:.1f} pm')
print(f'UHF energy below RHF: {lowering*EV:.4f} eV')
print(f'Operations preserving alpha Fock matrix: {kept.sum()} of {ORDER}')
print(f'Smallest alpha Fock change for the others: '
      f'{residual[~kept].min()*EV:.4f} eV')

sub_names = ["A1'", "A2'", "E'", "A1''", "A2''", "E''"]
parents = ['A1g', 'A2g', 'E2g', 'A1u', 'A2u', 'E1g']
sub_chi = CHI[[NAMES.index(x) for x in parents]][:, kept]
assert np.allclose(sub_chi @ sub_chi.T / 12, np.eye(6), atol=1e-12)
ea, Ca = eigh(Fa, Su)
alpha_levels = split_levels(ea)
for number, idx in enumerate(alpha_levels):
    D = representation(Ca[:, idx], Su)
    sub_n = sub_chi @ np.trace(D[kept], axis1=1, axis2=2) / 12
    label = int(np.argmax(sub_n))
    assert np.allclose(sub_n, np.eye(6)[label], atol=1e-6)
    assert np.abs(leakage(D)[kept]).max() < 1e-7
    if idx[0] < 3:
        weights = DIM * multiplicities(D)
        assert abs(weights.sum() - len(idx)) < 1e-8
        assert leakage(D)[C6] > 1e-3
        print(f'Alpha level {number+1}: {ea[idx].mean()*EV:.4f} eV, '
              f'size {len(idx)}, D3h label {sub_names[label]}')
        print('  D6h weights:', show_weights(weights, NAMES))
        print(f'  C6 trace {np.trace(D[C6]):.4f}, '
              f'C6 leakage {leakage(D)[C6]:.4f}')

# --- Leakage from the Fock symmetry error and level spacings
inside = alpha_levels[0]
outside = np.setdiff1d(np.arange(30), inside)
K = Ca[:, outside].T @ (Fa @ OPS[C6] - OPS[C6] @ Fa) @ Ca[:, inside]
spacing = ea[outside, None] - ea[None, inside]
leak_formula = np.sum((K / spacing)**2)
leak_direct = leakage(representation(Ca[:, inside], Su))[C6]
assert abs(leak_formula - leak_direct) < 1e-8
print(f'Lowest alpha leakage from Fock error: {leak_formula:.4f}')

# --- A geometrical distortion is already visible in the overlap matrix
ALTERNATION = 2.0
Sd = ring(BOND, ALTERNATION).intor('int1e_ovlp')
change = np.array([np.abs(U.T @ Sd @ U - Sd).max() for U in OPS])
kept_geometry = change < 1e-9
assert np.array_equal(kept_geometry, kept)
assert change[~kept_geometry].min() > 1e-3
print(f'Alternating radii: {BOND+ALTERNATION:.1f} and '
      f'{BOND-ALTERNATION:.1f} pm')
print(f'Operations preserving distorted overlap: {kept_geometry.sum()}')
print(f'Smallest overlap change for the others: '
      f'{change[~kept_geometry].min():.4f}')
print('all assertions hold')
```

Output:

```
RHF H6 bond length: 100.0 pm; basis functions: 30
RHF total energy: -88.3682 eV
Largest quadrature error in D(g): 1.1e-05
Level: energy/eV, size, label, traces for C6, C2prime, inversion
  1:  -21.5802, 1, A1g, 1.000, 1.000, 1.000
  2:  -12.8997, 2, E1u, 1.000, 0.000, -2.000
  3:    5.1721, 2, E2g, -1.000, 0.000, 2.000
  4:   13.4037, 1, B1u, -1.000, 1.000, -1.000
  5:   22.7510, 2, E1u, 1.000, 0.000, -2.000
  6:   24.7893, 1, A1g, 1.000, 1.000, 1.000
  7:   29.1688, 2, E2g, -1.000, 0.000, 2.000
  8:   37.3544, 1, B1u, -1.000, 1.000, -1.000
Number of levels labelled: 20
Largest leakage of a complete level: 7.1e-15
Identity trace of E1u pair: with S 2.0000, without S 1.0405
One partner alone: n = 0.5000, weight = 1.0000, mean leakage = 0.5000
Mixed pair multiplicities: A1g 1.0000, B1u 1.0000
Mixed pair leakage under C6: 2.0000
Crossing: A1g with E1u at 86.3821 pm
Crossing energy: 20.7744 eV; merged set size: 3
Energy spread in merged set: 1.1e-10 eV
Merged-set multiplicities: A1g 1.0000, E1u 1.0000
Group mean of squared trace: 2.0000
One arbitrarily rotated orbital, weights: A1g 0.2251, E1u 0.7749
Projection eigenvalues: 0.0000, 0.0000, 1.0000
Gap 1 pm below and above: -0.20688, 0.20227 eV
Largest partner splitting there: 6.8e-13 eV
UHF bond length: 170.0 pm
UHF energy below RHF: 2.8612 eV
Operations preserving alpha Fock matrix: 12 of 24
Smallest alpha Fock change for the others: 15.2353 eV
Alpha level 1: -14.7046 eV, size 1, D3h label A1'
  D6h weights: A1g 0.8864, B1u 0.1136
  C6 trace 0.7728, C6 leakage 0.4028
Alpha level 2: -12.9815 eV, size 2, D3h label E'
  D6h weights: E2g 0.5175, E1u 1.4825
  C6 trace 0.4825, C6 leakage 1.5345
Lowest alpha leakage from Fock error: 0.4028
Alternating radii: 102.0 and 98.0 pm
Operations preserving distorted overlap: 12
Smallest overlap change for the others: 0.0381
all assertions hold
```
